# Lateral temperature decay around a heated filament in an oxide film

## Definitions and conventions

An oxide film occupies \(0<z<H\) and extends laterally without limit. Its thermal conductivity \(k\) is constant. A filament lies on the axis \(r=0\) and releases heat \(q(z)\) per unit length and time into the oxide. The temperature rise above ambient is \(\theta(r,z)\). Both electrode faces are held at ambient temperature, and the state is steady:

\[
-k\nabla^2\theta=q(z)\,\delta^2(\mathbf r),\qquad \theta(r,0)=\theta(r,H)=0,\qquad \theta\to0\ \ (r\to\infty).
\]

Here \(\delta^2(\mathbf r)\) is the delta function in the plane of the film. Write \(\alpha=\pi/H\), \(x=\alpha r\), and

\[
q_n=\frac2H\int_0^H q(z)\sin(n\alpha z)\,dz .
\]

The symbol \(f\sim g\) means \(f/g\to1\).

## Theorem

Let \(q(z)\ge0\) be integrable and have positive total heat. Then \(q_1>0\), and at each height \(0<z<H\), as \(r\to\infty\),

\[
\theta(r,z)\sim\frac{q_1}{2\pi k}\sqrt{\frac{H}{2r}}\;e^{-\pi r/H}\sin\frac{\pi z}{H}.
\]

For uniform heating \(q_1=(2q/H)(2H/\pi)=4q/\pi\), so the midplane rise tends to \((\sqrt2\,q/\pi^2k)\sqrt{H/r}\,e^{-\pi r/H}\).

## Lemma 1: the radial function

Define, for \(x>0\),

\[
K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt .
\]

Then \(K_0''+K_0'/x-K_0=0\), and \(xK_0'(x)\to-1\) as \(x\to0\).

**Proof.** Differentiating under the integral gives

\[
K_0''+\frac{K_0'}x-K_0=\int_0^\infty\Big(\sinh^2t-\frac{\cosh t}{x}\Big)e^{-x\cosh t}dt .
\]

The integrand equals \(-\frac1x\frac{d}{dt}\big(\sinh t\,e^{-x\cosh t}\big)\). The bracket vanishes at both ends, so the integral is zero. For the second claim, put \(v=x\sinh t\), so that \(dv=x\cosh t\,dt\):

\[
xK_0'=-\int_0^\infty x\cosh t\,e^{-x\cosh t}dt=-\int_0^\infty e^{-\sqrt{x^2+v^2}}dv\to-1 .
\]

## Lemma 2: bounds at large distance

For \(x>0\),

\[
1-\frac1{8x}\le\frac{K_0(x)}{\sqrt{\pi/(2x)}\,e^{-x}}\le1,
\qquad K_0(nx)\le e^{-(n-1)x}K_0(x).
\]

**Proof.** Put \(u=\cosh t-1\). Then \(du=\sinh t\,dt\) and \(\sinh t=\sqrt{u(u+2)}=\sqrt{2u}\sqrt{1+u/2}\), hence

\[
K_0(x)=e^{-x}\int_0^\infty\frac{e^{-xu}}{\sqrt{2u}}\Big(1+\frac u2\Big)^{-1/2}du .
\]

The last factor is convex in \(u\), so it lies above its tangent \(1-u/4\); it also lies below 1. The integrals needed are

\[
\int_0^\infty e^{-xu}u^{-1/2}du=\sqrt{\frac{\pi}{x}},\qquad
\int_0^\infty e^{-xu}u^{1/2}du=\frac1{2x}\sqrt{\frac{\pi}{x}} .
\]

The upper bound follows at once. The lower one has the correction \(\frac14\cdot\frac1{2x}=\frac1{8x}\).

For the second inequality, \(e^xK_0(x)=\int_0^\infty e^{-x(\cosh t-1)}dt\) decreases with \(x\). Therefore \(e^{nx}K_0(nx)\le e^xK_0(x)\) for \(n\ge1\).

## Lemma 3: the mode series

For \(r>0\),

\[
\theta(r,z)=\sum_{n=1}^\infty\frac{q_n}{2\pi k}K_0(n\alpha r)\sin(n\alpha z).
\]

**Proof.** Let \(R_n(r)=(2/H)\int_0^H\theta\sin(n\alpha z)\,dz\). Multiply the heat equation by \((2/H)\sin(n\alpha z)\) and integrate over \(z\). Two integrations by parts turn \(\partial_z^2\theta\) into \(-(n\alpha)^2R_n\); the boundary terms vanish because both \(\theta\) and the sine are zero at the electrodes. Thus

\[
-k\Big[\frac1r(rR_n')'-(n\alpha)^2R_n\Big]=q_n\delta^2(\mathbf r).
\]

Away from the axis, Lemma 1 supplies the solution \(K_0(n\alpha r)\). With \(X=n\alpha r\), a second solution is \(K_0(X)\int_1^X ds/[sK_0(s)^2]\), by reduction of order. Lemma 2 gives \(sK_0^2\le(\pi/2)e^{-2s}\), so the integral grows at least as \(e^{2X}/\pi\) and the second solution diverges. It is excluded by \(\theta\to0\).

Now integrate the mode equation over a small disc of radius \(r\). The term in \(R_n\) vanishes with the disc, since \(R_n\) diverges no faster than a logarithm. What remains is \(-2\pi rkR_n'\to q_n\). With \(R_n=B_nK_0(n\alpha r)\), Lemma 1 gives \(2\pi kB_n=q_n\).

## Proof of the theorem

Since \(\sin\alpha z>0\) inside the film, \(q_1>0\). For \(0\le\phi\le\pi\), the inequality \(|\sin n\phi|\le n\sin\phi\) follows by induction from

\[
|\sin(n+1)\phi|=|\sin n\phi\cos\phi+\cos n\phi\sin\phi|\le|\sin n\phi|+\sin\phi .
\]

Because \(q\ge0\), it implies \(|q_n|\le nq_1\). Let \(\theta_1\) be the first term of the series and \(y=e^{-\pi r/H}\). The inequality is used a second time for \(\sin(n\alpha z)/\sin(\alpha z)\), and Lemma 2 bounds the ratio of radial functions:

\[
\Big|\frac{\theta}{\theta_1}-1\Big|\le\sum_{n=2}^\infty n\cdot n\cdot y^{n-1}
=\frac{1+y}{(1-y)^3}-1 .
\]

The sum comes from \(\sum_{n\ge1}ny^n=y/(1-y)^2\), whose derivative is \((1+y)/(1-y)^3\); the term \(n=1\) is then removed. The bound tends to zero and does not depend on \(z\). Finally, Lemma 2 with \(x=\pi r/H\) gives

\[
\theta_1\sim\frac{q_1}{2\pi k}\sqrt{\frac{\pi}{2x}}\,e^{-x}\sin\alpha z,
\qquad \sqrt{\frac{\pi}{2x}}=\sqrt{\frac{H}{2r}} .\qquad\blacksquare
\]

**Remark 1 (meaning).** In the lowest mode, vertical conduction removes heat from each part of the film at the rate \(k(\pi/H)^2\theta\) per unit volume. This loss to the electrodes produces the exponential. The factor \(r^{-1/2}\) comes from spreading in a plane. A different heating profile along the filament changes \(q_1\), but not the decay length \(H/\pi\).

**Remark 2 (the sign condition).** If heating and cooling could cancel so that \(q_1=0\), the stated law would fail. For \(q=q_0\sin(2\pi z/H)\) the series has one term, \(n=2\), and the exponential is \(e^{-2\pi r/H}\).

**Remark 3 (temperature-dependent oxide).** Suppose \(k(T)\) is continuous and lies between two positive constants and \(q\) is given. Let \(k_0\) be its value at the ambient temperature \(T_0\), and define \(U=k_0^{-1}\int_{T_0}^{T}k(T')dT'\). Then \(k_0\nabla U=k\nabla T\), so \(U\) satisfies the original problem with \(k=k_0\). Far away \(U/\theta\to1\), and the theorem holds for \(\theta\) with \(k_0\) in the prefactor.

## Proposition 1: a filament of finite width

Let the filament have radius \(a\), conductivity \(k_f\) and heating uniform over its cross-section, with ends at ambient temperature and perfect thermal contact with the oxide. The far field is then the theorem's result multiplied by

\[
F=\frac{2k}{(\alpha a)^2\left[k_fK_0(\alpha a)+kK_1(\alpha a)I_0(\alpha a)/I_1(\alpha a)\right]} .
\]

Here \(I_0\) is the solution of the equation in Lemma 1 that is regular at zero with \(I_0(0)=1\), \(I_1=I_0'\), and \(K_1=-K_0'\).

**Proof.** The first coefficient of the heating per volume is \(g_1=q_1/(\pi a^2)\). Inside, the first mode is \(g_1/(k_f\alpha^2)+CI_0(\alpha r)\); outside it is \(BK_0(\alpha r)\). Equality of temperature and of radial heat flux at \(r=a\) gives, with all functions taken at \(\alpha a\),

\[
BK_0=\frac{g_1}{k_f\alpha^2}+CI_0,\qquad -kBK_1=k_fCI_1 .
\]

The second equation yields \(C=-kBK_1/(k_fI_1)\). Inserting this in the first,

\[
B=\frac{g_1}{\alpha^2[k_fK_0+kK_1I_0/I_1]},\qquad F=\frac{2\pi kB}{q_1},
\]

which is the stated factor. Outside the filament, mode \(n\) is proportional to \(K_0(n\alpha r)\), so the first mode still dominates at large distance. \(\blacksquare\)

## Proposition 2: resistance at the electrode interfaces

Let each interface have thermal resistance \(R\) per unit area, with the metal still at ambient temperature, and let \(\ell=kR\). The lowest mode is \(\cos[\mu(z-H/2)]\), where

\[
\mu\ell\tan\frac{\mu H}{2}=1,\qquad 0<\mu<\frac{\pi}{H} .
\]

The exponential becomes \(e^{-\mu r}\), which is slower than in the theorem.

**Proof.** At \(z=0\) the flux into the electrode is \(k\partial_z\theta=\theta/R\). For the cosine this reads \(k\mu\sin(\mu H/2)=\cos(\mu H/2)/R\), and multiplication by \(R\) gives the condition. The other face gives the same by symmetry. The left side rises from zero to infinity as \(\mu H/2\) goes from 0 to \(\pi/2\), so there is one root there. Its cosine is positive throughout the film, which identifies the lowest mode. The radial equation is that of Lemma 3 with \(\mu\) in place of \(n\alpha\). \(\blacksquare\)

When \(\ell\ll H\), write \(\mu H/2=\pi/2-\epsilon\). Then \(\tan(\mu H/2)\approx1/\epsilon\), so \(\epsilon\approx\mu\ell\) and \(\mu\approx\pi/(H+2\ell)\). To this order, each interface acts as an extra oxide thickness \(\ell\).

## Proposition 3: electrodes that warm up

Replace the ideal electrodes by half-spaces of conductivity \(k_e\), at ambient temperature far away, and let \(q\) be uniform. The interfaces may have the resistance of Proposition 2, with any \(\ell\ge0\). With \(P=qH\), the midplane rise at large distance is

\[
\theta\sim\frac{P}{4\pi k_er} .
\]

**Proof.** Use \(\tilde\theta(\lambda,z)=2\pi\int_0^\infty rJ_0(\lambda r)\theta\,dr\), where \(J_0\) is the Bessel function. In the film \(k(\tilde\theta''-\lambda^2\tilde\theta)=-q\), whose symmetric solution is

\[
\tilde\theta=\frac{q}{k\lambda^2}\left[1-A\cosh\lambda(z-H/2)\right].
\]

In the lower electrode the solution is \(Ee^{\lambda z}\). Let \(S=\sinh(\lambda H/2)\), \(c=\cosh(\lambda H/2)\) and \(\eta=k/k_e\). Continuity of flux, \(k\tilde\theta'(0)=k_e\lambda E\), gives \(E=\eta(q/k\lambda^2)AS\). The temperature step at the interface, \(\tilde\theta(0)-E=\ell\tilde\theta'(0)\), then gives

\[
1-Ac-\eta AS=\ell\lambda AS,\qquad A=\frac1{c+\eta S+\ell\lambda S} .
\]

The inverse transform at midplane is

\[
\theta=\frac q{2\pi k}\int_0^\infty J_0(\lambda r)G(\lambda)\,d\lambda,\qquad G=\frac{1-A}{\lambda},\qquad G(0)=\frac{\eta H}2 .
\]

Split \(G=G(0)e^{-\lambda H}+h\), with \(h(0)=0\). The first part integrates to \(G(0)/\sqrt{r^2+H^2}\sim G(0)/r\). In the second, \(\lambda J_0(\lambda r)\) is the derivative of \(\lambda J_1(\lambda r)/r\), so integration by parts gives \(-r^{-1}\int_0^\infty\lambda J_1(\lambda r)(h/\lambda)'d\lambda\). Since \(\lambda(h/\lambda)'\) is integrable and \(J_1(\lambda r)\to0\), this is smaller than \(1/r\). Hence \(\theta\sim q\eta H/(4\pi kr)=P/(4\pi k_er)\). \(\blacksquare\)

Each electrode receives \(P/2\), and a half-space with that surface source warms by \((P/2)/(2\pi k_er)\). However good the conductor, this algebraic tail finally exceeds the exponential. In such a structure the theorem can describe at most an intermediate range.

## Remark 4: switching on

Let \(C_v\) be the oxide heat capacity per volume, \(D=k/C_v\) and \(\tau=H^2/(\pi^2D)\). With ideal electrodes, heat released at one instant spreads in the plane as a Gaussian, while the first mode loses the factor \(e^{-s/\tau}\) in time \(s\). After heating for a time \(t\), the first amplitude is therefore

\[
R_1(r,t)=\frac{q_1}{4\pi k}\int_0^t\frac{ds}{s}\exp\Big(-\frac{r^2}{4Ds}-\frac s\tau\Big).
\]

For \(t\to\infty\), put \(s=(r/2D\alpha)e^w\). The exponent becomes \(-\alpha r\cosh w\), and the integral over all \(w\) is \(2K_0(\alpha r)\), which recovers the steady result.

## Worked example: a hafnium-oxide memory cell

The parameters are rough typical values: \(H=20\) nm, \(a=2\) nm, \(k=1.0\) W/(m K), 1.0 V and 50 µA. With uniform heating, \(P=50\) µW and \(q=50/20=2.5\) µW/nm. The decay length is \(20/\pi=6.4\) nm, and the prefactor is

\[
\frac{\sqrt2\,q}{\pi^2k}=\frac{1.414\times2500}{9.870\times1.0}\ \mathrm K=358\ \mathrm K .
\]

At \(r=40\) nm the law gives \(358\,e^{-2\pi}/\sqrt2=0.473\) K; the full series gives 0.464 K. The law is 7.45% above the series at 10 nm, 3.59% at 20 nm and 1.87% at 40 nm. These excesses are close to the \(1/(8x)\) of Lemma 2, which is 8.0%, 4.0% and 2.0%.

An independent test summed the fields of point sources along the filament and their mirror images in the electrodes. For uniform heating and for an off-centre hot spot, at \(r=H/2\), \(H\) and \(2H\), it agreed with the mode series within a relative difference of \(3.1\times10^{-6}\). Between 40 and 50 nm, with the exponential divided out, the image sum falls as \(r^{-0.484}\), near the limiting power \(-1/2\).

With ideal electrodes, the line model puts the filament edge at midplane at about 900 K; the electrode effects considered below raise this to about 1050 K. The cell's resistance implies an electrical conductivity of about 800 S/cm. If conduction in the filament is metallic, the Wiedemann–Franz estimate at 900 K, added to a lattice part taken equal to that of the oxide, gives \(k_f\approx2.8\) W/(m K). Proposition 1 then gives \(F=0.91\): at fixed heating and with ideal electrodes, axial conduction and width together lower the far field by about 9%. With the interface resistance and electrode warming considered below, the reduction is at most about 1% between 10 and 60 nm, provided the filament ends carry the same resistance per area as the oxide faces. A metallic filament may well have a better contact. With perfect contact at its ends the reduction is about 20% at 10 and 20 nm, 10% at 40 nm and 3% at 60 nm.

The electrodes matter far more. Take \(R=5\) m² K/GW and \(k_e=20\) W/(m K), a rough value for titanium nitride. Then \(\ell=5\) nm, and the interfaces alone lengthen the decay from 6.4 to 9.3 nm; the estimate \((H+2\ell)/\pi\) gives 9.5 nm. The midplane rises, at fixed power and for a line filament, are:

| \(r\) (nm) | ideal (K) | interfaces (K) | warm electrodes (K) | both (K) |
|---|---|---|---|---|
| 10 | 98 | 176 | 115 | 189 |
| 20 | 15 | 44 | 26 | 54 |
| 40 | 0.46 | 3.7 | 5.8 | 9.3 |
| 60 | 0.016 | 0.35 | 3.4 | 3.9 |

The electrode tail \(P/(4\pi k_er)\) equals the ideal rise at 23 nm, little more than one film thickness. At 40 nm the two corrections together raise the result twentyfold. At 60 nm the tail formula gives 3.3 K, most of the 3.9 K found with both effects. For these parameters the isothermal law is therefore unsafe for estimating the heating of a neighbouring cell: it is too low at every distance listed.

The film thickness matters too. At fixed \(\ell\), Proposition 2 can be written \((\mu H/2)\tan(\mu H/2)=H/(2\ell)\), so a thinner film moves \(\mu H\) further below \(\pi\). Real electrodes are also thin layers on other materials, not half-spaces, and this can change the tail severalfold. If both electrodes are about 30 nm thick and backed by silicon dioxide with 1.4 W/(m K), the rise with both effects is about 21 K at 40 nm and 15 K at 60 nm, instead of 9.3 K and 3.9 K. A backing that conducts better than the electrode lowers the tail instead. The table is therefore not a device prediction. Of the assumptions tested here, that of ambient temperature at the oxide faces fails most strongly.

Timing is a smaller concern for nanosecond pulses in the ideal model. With a heat capacity of 2.5 J/(cm³ K), \(\tau\) is about 0.10 ns, and 1 ns after switch-on the first mode at 40 nm lacks about 0.1% of its steady value. The electrode effects slow the response considerably. With the interface resistance alone, about 5% of the steady rise at 40 nm is still missing after 1 ns. If the electrodes also warm, with a heat capacity of 3 J/(cm³ K), about a quarter is missing at 40 nm and about half at 60 nm, but only about 2% at 10 nm. The steady values in the last column of the table therefore overestimate the effect of a 1 ns pulse mainly at the larger distances. The remaining values are in the numerical output.

## Table of computed values

```
INPUTS (rough typical values)
film thickness H = 20 nm
filament radius = 2 nm
voltage = 1.0 V, current = 50 uA
mean field = 0.50 MV/cm
oxide conductivity = 1.0 W/(m K)
electrode conductivity = 20 W/(m K)
interface resistance = 5 m2 K/GW
oxide heat capacity = 2.5 J/(cm3 K)
ambient temperature = 300 K
IDEAL MODEL
power = 50 uW, q = 2.50 uW/nm
decay length H/pi = 6.366 nm
q/(2 pi k) = 397.9 K
prefactor of sqrt(H/r) exp(-pi r/H) = 358.2 K
midplane rise: r (nm), mode sum (K), asymptotic (K), ratio
  10  98.02  105.3  1.0745
  20  14.94  15.48  1.0359
  30  2.565  2.628  1.0245
  40  0.4643  0.473  1.0187
  60  0.01648  0.01669  1.0127
CHECKS OF THE LAW
largest series/image mismatch = 3.1e-06
power of 1/r between 2H and 2.5H = 0.4843
rate times H/pi, same interval = 0.9978
NEGLECTED EFFECTS
midplane temperature at filament edge = 912 K
filament electrical conductivity = 796 S/cm
filament thermal conductivity = 2.77 W/(m K)
width factor F, filament like oxide = 1.0124
width factor F, metallic filament = 0.9057
interface length k*R = 5.0 nm
decay length with interfaces = 9.286 nm
electrode tail equals ideal rise at r = 23.1 nm
midplane rise (K): r (nm), ideal, interfaces, electrodes, both
  10  98.02  175.5  115.4  188.9
  20  14.94  44.24  25.93  54.3
  30  2.565  12.49  9.872  19.86
  40  0.4643  3.714  5.775  9.258
  60  0.01648  0.3549  3.426  3.895
relaxation time = 101.3 ps
first-mode part missing at r = 2H after 1 ns = 1.04e-03
```
